\section*{Stability limit and structure factor of a symmetric diblock melt}

\section{The decision that depends on the result}

A calculation of how a block copolymer melt orders in the bulk needs two choices: a chain length for the copolymer and a length for the periodic cell. If the product $\chi N$ is too small, a weak composition wave decays and the calculation returns a uniform melt. If the cell does not fit the natural period, the uniform state survives beyond its true limit of stability. For a symmetric diblock melt in mean-field theory two numbers guide both choices near the onset of order. Far above the onset the period grows relative to the coil size and must be found separately. The disordered state loses stability at
\begin{equation}
(\chi N)_s=10.495,\qquad q^*R_g=1.946 ,
\label{eq:result}
\end{equation}
where the structure factor computed in the random-phase approximation (RPA) diverges. The corresponding period is $2\pi/q^*=3.23\,R_g$. In a melt of finite chains, fluctuations remove the divergence and move the ordering to larger $\chi N$; Section~\ref{sec:fluct} estimates by how much.

\section{Model and conventions}

Each chain has $N$ segments, the first half of type A and the second half of type B. All chains are identical. Both types have segment volume $v$ and statistical length $b$, and the melt is incompressible. The interaction energy is $k_BT\,\chi\,\phi_A\phi_B$ per volume $v$, with $\phi_A,\phi_B$ the local volume fractions. A different reference volume rescales $\chi$ and $N$ inversely, so $\chi N$ is unaffected provided both refer to the same volume.

The order parameter is $\psi=\phi_A-\tfrac12$, and
\begin{equation}
S(q)=\frac{\langle|\psi_{\mathbf q}|^2\rangle}{Vv},\qquad
\psi_{\mathbf q}=\int d^3r\,\psi(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}.
\label{eq:Sdef}
\end{equation}
A code that uses $\phi_A-\phi_B=2\psi$ instead obtains $4S$.

\section{Correlations of ideal chains}

Chains in a melt are taken as Gaussian. The vector between segments $i$ and $j$ then has variance $|i-j|b^2/3$ in each component. The average of $e^{ikX}$ over a Gaussian variable of variance $\sigma^2$ is $e^{-k^2\sigma^2/2}$, hence
\begin{equation}
\langle e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\rangle=e^{-q^2b^2|i-j|/6}.
\end{equation}
With $s=i/N$ the radius of gyration follows from
\begin{equation}
R_g^2=\frac{1}{2N^2}\sum_{ij}|i-j|b^2\simeq\frac{Nb^2}{2}\int_0^1\!\!\int_0^1|s-s'|\,ds\,ds'=\frac{Nb^2}{6},
\end{equation}
because the double integral equals $1/3$. The exponent becomes $-x|s-s'|$ with $x=(qR_g)^2$.

There are $V/(Nv)$ chains, so definition \eqref{eq:Sdef} applied to the block densities gives $S_{AA}=N^{-1}\sum_{i,j\in A}\langle\cdots\rangle$, and likewise for the other pairs. Let $u=e^{-x/2}$. Within one block,
\begin{align}
\frac{S_{AA}}{N}&=2\int_0^{1/2}\!ds\int_0^{s}\!ds'\,e^{-x(s-s')}
=\frac2x\int_0^{1/2}(1-e^{-xs})\,ds\nonumber\\
&=\frac2x\left[\frac12-\frac{1-u}{x}\right]=\frac{2(x/2+u-1)}{x^2},
\label{eq:SAA}
\end{align}
and $S_{BB}=S_{AA}$. Between the blocks the contour distance is the sum of the distances to the junction at $s=\tfrac12$, so the integral factorizes:
\begin{equation}
\frac{S_{AB}}{N}=\left[\int_0^{1/2}e^{-xt}\,dt\right]^2=\frac{(1-u)^2}{x^2}.
\label{eq:SAB}
\end{equation}

\section{Response of the interacting melt}

Apply weak fields $U_A,U_B$ at wavevector $q$, in units of $k_BT$ per segment. In the RPA each chain responds as an ideal chain to the total field, which includes the mean interaction with its surroundings and a pressure $P$ that enforces incompressibility:
\begin{equation}
W_A=U_A+\chi\,\delta\phi_B+P,\qquad W_B=U_B+\chi\,\delta\phi_A+P .
\end{equation}
Expanding the Boltzmann factor to first order in the fields gives
\begin{equation}
\delta\phi_A=-S_{AA}W_A-S_{AB}W_B,\qquad
\delta\phi_B=-S_{AB}W_A-S_{AA}W_B .
\end{equation}
Incompressibility requires $\delta\phi_A=-\delta\phi_B=\psi$. The sum of the two equations is
\begin{equation}
0=-(S_{AA}+S_{AB})(U_A+U_B+2P),
\end{equation}
since the $\chi$ terms cancel; this fixes $P=-(U_A+U_B)/2$. The difference is
\begin{equation}
2\psi=-(S_{AA}-S_{AB})\left[(U_A-U_B)-2\chi\psi\right],
\end{equation}
where $P$ has cancelled. With $S_0=(S_{AA}-S_{AB})/2$,
\begin{equation}
\psi\,(1-2\chi S_0)=-S_0\,(U_A-U_B).
\end{equation}
The external energy per segment volume is $U_A\delta\phi_A+U_B\delta\phi_B=(U_A-U_B)\psi$, so $U_A-U_B$ is the field conjugate to $\psi$, and the response coefficient is the structure factor:
\begin{equation}
\frac1{S}=\frac1{S_0}-2\chi .
\label{eq:rpa}
\end{equation}
The factor 2 arises because a rise of $\psi$ both lowers $\phi_B$ around A and raises $\phi_A$ around B.

A finite bulk modulus replaces $P$ by a term proportional to $\delta\phi_A+\delta\phi_B$, again equal for both species. It cancels from the difference in the same way. With equal blocks, compressibility therefore leaves the correlations of $(\delta\phi_A-\delta\phi_B)/2$ unchanged within this model.

Equations \eqref{eq:SAA} and \eqref{eq:SAB} give
\begin{equation}
\frac{S_0}{N}=\frac{(x+2u-2)-(1-2u+u^2)}{2x^2}=\frac{D(x)}{2x^2},
\end{equation}
\begin{equation}
D(x)=x+4e^{-x/2}-e^{-x}-3 .
\end{equation}
Multiplying \eqref{eq:rpa} by $N$ yields the formula to implement:
\begin{equation}
\boxed{\;\frac{N}{S(q)}=F(x)-2\chi N,\qquad F(x)=\frac{2x^2}{D(x)}\;}
\label{eq:F}
\end{equation}

\subsection*{Two limits}

At small $x$ the terms of $D$ up to second order cancel. The cubic term is $-\tfrac1{12}+\tfrac16=\tfrac1{12}$ and the quartic term is $\tfrac1{96}-\tfrac1{24}=-\tfrac1{32}$, so
\begin{equation}
D\simeq\frac{x^3}{12}-\frac{x^4}{32},\qquad F\simeq\frac{24}{x}.
\end{equation}
The cost of a long composition wave grows without bound because A and B are joined and cannot separate over distances much larger than a chain. At large $x$, $D\to x$ and $F\to2x$, so $S_0\to N/(2x)=3/(q^2b^2)$. This does not depend on $N$: short waves probe pieces of one block. Between the two limits $F$ has a minimum at finite $q$.

The cancellation matters in code. At $x=10^{-3}$, $D$ is about $8\times10^{-11}$ while its terms are of order one, so double precision loses about ten digits. The series should replace the closed form there.

\section{The minimum and its uniqueness}

Since $u'=-u/2$,
\begin{equation}
D'=1-2u+u^2=(1-u)^2,\quad D''=u(1-u),\quad D'''=\frac{u(2u-1)}{2}.
\end{equation}
$D(0)=0$ and $D'>0$ for $x>0$, so $D>0$. Differentiating $F$,
\begin{equation}
F'=\frac{2(2xD-x^2D')}{D^2}=-\frac{2x\,G}{D^2},\qquad G=xD'-2D ,
\label{eq:G}
\end{equation}
so $F$ falls where $G>0$ and rises where $G<0$. Further,
\begin{equation}
G'=xD''-D',\qquad G''=xD'''=\frac{x\,u(2u-1)}{2}.
\end{equation}
At the origin $G=G'=0$. For $0<x<2\ln2$ we have $u>\tfrac12$ and $G''>0$, so $G$ becomes positive. For $x>2\ln2$, $G$ is concave, and at large $x$ it tends to $x-2x+6=6-x$, which is negative. A concave function that starts positive and ends negative crosses zero once. $F$ therefore has a single minimum, and a single wavevector modulus becomes unstable first.

At the zero, $D=x(1-u)^2/2$. Inserting this in \eqref{eq:F} gives
\begin{equation}
(\chi N)_s=\frac{F_{\min}}2=\frac{2x^*}{(1-e^{-x^*/2})^2}.
\end{equation}
The numerical root of $G=0$ is $x^*=3.78524$, so $q^*R_g=\sqrt{x^*}=1.9456$. With $u=0.15068$,
\begin{equation}
(\chi N)_s=\frac{7.5705}{(0.84932)^2}=10.495 .
\end{equation}
A direct search for the minimum using explicit pair sums over a chain of 400 beads, without the integrated formulas, gives 10.4945 against 10.4949.

For checking an implementation, $F=34.339$, $23.797$, $22.523$ and $28.462$ at $x=1$, 2, 6 and 10, and $F_{\min}=20.990$.

\subsection*{Consequence for the cell length}

A one-dimensional periodic cell of length $L$ admits $q=2\pi m/L$ with $m=1,2,\dots$. Suppose $L=2\pi R_g/\sqrt6=2.57\,R_g$ instead of $3.23\,R_g$. The lowest mode has $x=6$, and the higher ones lie further up the rising branch of $F$. The uniform state in this cell then remains stable up to $\chi N=22.523/2=11.26$, which is 7\% above the limit of the unrestricted melt.

\section{Shape of the peak}

At $q^*$, \eqref{eq:F} becomes
\begin{equation}
\frac{S(q^*)}N=\frac1{2[(\chi N)_s-\chi N]} .
\label{eq:peak}
\end{equation}
It equals 0.048 at $\chi N=0$, 0.33 at 9, 1.01 at 10 and 5.3 at 10.4. In the RPA the position of the peak does not depend on $\chi$ at fixed $R_g$, because $\chi$ enters \eqref{eq:F} as a constant.

Near the peak let $y=qR_g$ and $\tau=2[(\chi N)_s-\chi N]$. Then
\begin{equation}
\frac NS\simeq\tau+c\,(y-y^*)^2,\qquad c=\frac12\frac{d^2F}{dy^2}=F'+2xF''=2x^*F''(x^*),
\end{equation}
since $x=y^2$ and $F'(x^*)=0$. Equation \eqref{eq:G} gives $F''=-2xG'/D^2$ at the minimum, and the result is $c=7.286$.

\section{Fluctuations and the limit of validity}
\label{sec:fluct}

Every direction of $\mathbf q$ on the sphere $|\mathbf q|=q^*$ softens together. From \eqref{eq:Sdef}, $\langle\psi^2\rangle=v\int S\,d^3q/(2\pi)^3$. Let $r$ denote the value of $N/S$ at the peak. Because $S\to3/(q^2b^2)$, the integral also grows without bound with its upper cutoff, at any $\chi$. That short-wave part depends on structure at the scale of a segment and is taken as absorbed into $\chi$, which from here on is an effective parameter. When the peak is narrow, the shell contributes
\begin{equation}
\langle\psi^2\rangle\simeq\frac{vN}{R_g^3}\frac{y^{*2}}{2\pi^2}\int_{-\infty}^{\infty}\frac{d\delta}{r+c\delta^2}
=\frac{B}{\sqrt r},\qquad B=\frac{vN}{R_g^3}\frac{y^{*2}}{2\pi\sqrt c}.
\end{equation}
In the RPA $r=\tau$, so the mean-square fluctuation would diverge at the stability limit. That is impossible for a quantity with $|\psi|\le\tfrac12$. With $\bar N=Nb^6/v^2$, whose square root is proportional to the number of chains that share the volume of one coil, $vN/R_g^3=6^{3/2}\bar N^{-1/2}$ and $B=3.280\,\bar N^{-1/2}$. The RPA thus improves as chains become longer.

The leading correction needs the quartic term in the free energy. Write it as $\lambda\psi^4/24$ per chain. For $\psi=A\cos(q^*z)$ the average of $\cos^4$ is $3/8$, so the mean-field free energy per chain, in units of $k_BT$, is
\begin{equation}
f(A)=\frac{\tau A^2}4+\frac{\lambda A^4}{64}.
\end{equation}
To find $\lambda$, set $\chi=0$ and apply fields $\mp\tfrac h2\cos(q^*z)$ per chain to A and B. They add $-hA/2$ to $f$, and $\tau$ becomes $F_{\min}$. Minimizing over $A$ gives $h=F_{\min}A+\lambda A^3/8$. To find $A(h)$, let $g(z,s)$ be the statistical weight of the chain part from the A end up to $s$, with segment $s$ at $z$. It obeys $\partial_s g=R_g^2\,\partial_z^2g-w\,g$ with $g(z,0)=1$, where $w$ is the field on the block at $s$ plus a pressure $p\cos(2q^*z)$. With $\tilde g(z,s)$ the weight of the remaining part, counted from the B end, and $Q$ the average of $g(z,1)$ over $z$, the density is $\phi_A=Q^{-1}\int_0^{1/2}g\,\tilde g\,ds$. By symmetry both blocks have the same second harmonic, so choosing $p$ to make that of $\phi_A$ vanish keeps the total density uniform to the order needed. The first harmonic of $\phi_A$ is $A$. A numerical solution at $h=0.4$ gives $\lambda\simeq157$.

The Hartree approximation replaces $\psi^4$ by $6\langle\psi^2\rangle\psi^2$. The quartic term then adds $\tfrac12(\lambda\langle\psi^2\rangle/2)\psi^2$, and
\begin{equation}
r=\tau+\frac{\lambda B}{2\sqrt r}.
\label{eq:hartree}
\end{equation}
The last term grows without bound as $r\to0$, so $r=0$ is no solution at any finite $\chi N$. At this level the peak of the disordered melt stays finite.

In a lamellar state of amplitude $A$, $\langle\psi^2\rangle$ gains $A^2/2$, and
\begin{equation}
r=\tau+\frac{\lambda B}{2\sqrt r}+\frac{\lambda A^2}4,\qquad
\frac{df}{dA}=\frac A2\left(r-\frac{\lambda A^2}8\right).
\end{equation}
Scale with $\rho=r/(\lambda B)^{2/3}$, $t=\tau/(\lambda B)^{2/3}$ and $m=\lambda A^2/(\lambda B)^{2/3}$. Then $\rho=t+\tfrac12\rho^{-1/2}+\tfrac m4$, so $dm=(4+\rho^{-3/2})\,d\rho$. The lamellar state is stationary at $m_L=8\rho_L$. The two phases have equal free energy when
\begin{equation}
0=\int_0^{m_L}\!\Big(\rho-\frac m8\Big)dm
=\left[2\rho^2+2\sqrt\rho\right]_{\rho_D}^{\rho_L}-4\rho_L^2 ,
\end{equation}
that is, $\rho_L^2+\rho_D^2=\sqrt{\rho_L}-\sqrt{\rho_D}$, where $D$ marks the disordered phase. The solution is $t=-1.2793$. Since $\chi N=(\chi N)_s-\tau/2$,
\begin{equation}
(\chi N)_{\rm order}\simeq10.495+41\,\bar N^{-1/3}.
\label{eq:odt}
\end{equation}
This neglects the dependence of the quartic coefficient on the angles between wavevectors (for two crossed waves it is larger by 1\% at $10^\circ$, by 12\% at $90^\circ$ and by 9\% on average over directions), assumes a narrow peak, and stops at quartic order with a single harmonic. The last two become poor for short chains. At $\bar N\approx1800$ the amplitude at ordering, from $m_L=8\rho_L$, is $A\approx0.42$, close to the bound $\tfrac12$ that holds for a single harmonic. In the full mean-field theory the first harmonic reaches this amplitude at $\chi N=13.8$ with the period held at $2\pi/q^*$ (near 13.3 with the period relaxed); the quartic form reaches it already at 12.2.

\section{Worked example}

Take $\chi=0.04$, $b=0.70$~nm and $v=0.15$~nm$^3$. The shortest chain that reaches the mean-field limit has
\begin{equation}
N_s=\frac{10.495}{0.04}=262.4,\qquad R_g=0.70\sqrt{262.4/6}=4.63\ \text{nm}.
\end{equation}
The period is $3.2295\times4.63=14.95$~nm, a half-pitch of 7.5~nm. In general, with $b$ fixed, this mean-field minimum period is
\begin{equation}
L_s=3.2295\,b\sqrt{\frac{10.495}{6\chi}}=4.27\,\frac b{\sqrt\chi},
\end{equation}
so halving the pitch requires four times the $\chi$.

A shorter chain with $N=240$ has $\chi N=9.60$ and is disordered. Equation \eqref{eq:peak} gives $S(q^*)/N=1/(2\times0.895)=0.559$. Equation \eqref{eq:hartree} gives 0.199, lower by a factor of 2.8. Reading $\chi$ from a peak of height 0.199 by the RPA formula would give $\chi N=10.495-1/(2\times0.199)=7.98$, or $\chi=0.033$ instead of 0.040, which is 17\% too low. These Hartree figures are estimates: here $r=5.0$ and the half-width $\sqrt{r/c}=0.83$ is 43\% of $q^*R_g$, so the peak is not narrow, and the result depends on which part of the fluctuation is counted in $\chi$.

At $N_s$, $\bar N=1372$. The RPA peak is infinite there, while the Hartree value is 0.275. This means $r=3.6$ and a peak half-width $\sqrt{r/c}=0.71$ in $qR_g$, over a third of $q^*R_g$. The narrow-peak assumption is strained, so the following figures are estimates. Equation \eqref{eq:odt}, solved with $\bar N$ proportional to $N$, puts the ordering at $\chi N=13.9$, or $N\simeq347$. With $q^*R_g$ held at 1.946 the period is then 17.2~nm and the half-pitch 8.6~nm, 15\% above the mean-field values. This is a lower estimate: at $\chi N=13.9$ the mean-field lamellar period of lowest free energy is already about $3.6\,R_g$, or 19~nm.

\subsection*{Other departures from the model}

\emph{Dispersity.} Let the block lengths be independent and gamma-distributed with dispersity 1.10 per block, which makes 1.05 for the whole chain. Then $u$ is replaced by its average $E=(1+x/20)^{-10}$, and $D$ by $x+2E-2-(1-E)^2$, since the two blocks average independently. The limit drops to $\chi N=9.70$, 8\% below the monodisperse value, with $N$ the mean length. The peak moves to $q^*R_g=1.76$, so at fixed mean $N$ the period grows by 11\%.

\emph{Composition.} For unequal blocks the sum and difference no longer decouple. Eliminating $P$ from the response equations gives $F=N(S_{AA}+S_{BB}+2S_{AB})/(S_{AA}S_{BB}-S_{AB}^2)$. With an A fraction of 0.45 the limit is 10.70, a rise of 2\%, and $q^*R_g$ is 1.949.

\emph{Discrete segments.} A chain of 262 beads joined by Gaussian bonds gives 10.494, so replacing the sums by integrals costs nothing here. Chain stiffness matters more. With a Kuhn length of 1.8~nm, about that of polystyrene, a coil of this size has only some 40 Kuhn steps, and a wormlike chain of 40 Kuhn lengths loses stability at $\chi N=10.03$, 4\% lower, with a wavevector about 2\% larger.

\subsection*{Relation to a real material}

The parameters lie in the rough regime of styrene/methyl methacrylate diblocks, for which $\chi$ is a few hundredths at annealing temperatures; they are not a fit. Films of this copolymer with periods between 20 and 30~nm have been used for patterning; these periods are longer than the 15~nm found here. Including fluctuations at the Hartree level moves the estimate for the shortest ordering chain to 17~nm with $q^*R_g$ held fixed, and to about 19~nm when the lamellae are allowed to stretch. Longer chains have longer periods, and well beyond the ordering point \eqref{eq:F}, a theory of the disordered state, no longer sets the period. Film surfaces, guiding patterns, unequal segment lengths and a composition-dependent $\chi$ are left out, and their effects are not estimated here.

\section{Use in a calculation}

For a mean-field calculation, \eqref{eq:result} is the threshold to reproduce: in a cell of length $3.23\,R_g$, a small composition wave should decay below $\chi N=10.495$ and grow above it. For choosing a material, \eqref{eq:odt} is the better guide to the shortest useful chain, with the caution that at $\bar N=10^3$ the shift is about 40\% of the mean-field value and so not a small correction. At such $\bar N$ it is still too low: a published fit to simulations adds a term of about $123\,\bar N^{-0.56}$, which for the example gives $\chi N\approx15.5$ and $N\approx390$, provided $\chi$ is calibrated as in that fit. The mean-field lamellar period of lowest free energy for such a chain is about $3.75\,R_g$, or 21~nm. Most of the values quoted here appear in the numerical output that follows; most of the others follow from them by short arithmetic. The figures for full mean-field lamellae, for crossed waves, for the wormlike chain and for the fit to simulations are not part of that output.

\section*{Numbers as computed}
\begin{verbatim}
x* = (q* Rg)^2                          : 3.78524
q* Rg                                   : 1.9456
minimum of F                            : 20.9897
chi N at divergence                     : 10.4949
chi N at minimum from 400-bead sums     : 10.4945
period / Rg                             : 3.2295
F at x =  1.0                           : 34.339
F at x =  2.0                           : 23.797
F at x =  6.0                           : 22.523
F at x = 10.0                           : 28.462
S(q*)/N at chi N =  0.0                 : 0.0476
S(q*)/N at chi N =  5.0                 : 0.0910
S(q*)/N at chi N =  9.0                 : 0.3345
S(q*)/N at chi N = 10.0                 : 1.0104
S(q*)/N at chi N = 10.4                 : 5.2705
curvature c of N/S in q Rg              : 7.286
quartic coefficient lambda              : 156.7
B * Nbar^(1/2)                          : 3.280
scaled ordering point t                 : -1.2793
ordering shift of chi N * Nbar^(1/3)    : 41.05
example: chi                            : 0.040
example: b                              : 0.70 nm
example: v                              : 0.15 nm^3
mean-field shortest chain N_s           : 262.4 segments
Rg at N_s                               : 4.63 nm
q* at N_s                               : 0.4203 nm^-1
period at N_s                           : 14.95 nm
half-pitch at N_s                       : 7.47 nm
short chain N                           : 240 segments
short chain chi N                       : 9.60
short chain Rg                          : 4.427 nm
short chain 2 pi/q*                     : 14.30 nm
short chain S(q*)/N, RPA                : 0.559
short chain S(q*)/N, Hartree            : 0.199
Nbar at N_s                             : 1372
S(q*)/N at N_s, Hartree (RPA: infinite) : 0.275
shortest ordering chain, Hartree        : 347 segments
chi N at ordering, Hartree              : 13.86
period at ordering, Hartree             : 17.18 nm
half-pitch at ordering, Hartree         : 8.59 nm
block dispersity assumed                : 1.10
chi N at divergence, disperse blocks    : 9.700
q* Rg, disperse blocks (mean-N Rg)      : 1.758
chi N at divergence, A fraction 0.45    : 10.697
q* Rg, A fraction 0.45                  : 1.949
chi N at divergence, 262 discrete beads : 10.4940
\end{verbatim}
